How long does a deep trap hold an electret's electron?

**Question.** Some electrets keep their charge because electrons sit in deep traps of an insulating film. Suppose a trap lies 1.5 eV below the level at which an electron can move through the film, the attempt frequency is 10¹³ per second, and the film is at 300 K. How long does an electron stay before heat releases it, how does that time scale with depth and temperature, and how much of it survives in a real film?

**Answer.** Call the trap depth E, the attempt frequency ν and the absolute temperature T, and let k be Boltzmann's constant. The surroundings of the trap form a heat bath at fixed temperature. For the moment there is one trap depth, no electric field, and no return of a released electron. The regime is E much larger than kT, so that release is a rare event.

**Where the exponential comes from**

To leave, the electron must take the energy E from the bath. Model the bath as N oscillators with energy quantum ħω, and let E = mħω with m a whole number. Electron and bath together have a fixed total energy. If the bath holds q quanta while the electron is trapped, it holds q − m after the release.

Let Ω(q) be the number of ways to share q quanta among N oscillators. Placing q quanta and N − 1 dividing marks in a row gives

Ω(q) = (q + N − 1)! / [q! (N − 1)!].

Now take one transport state near the trap. Each microscopic transition from "trapped" to "free" has a reverse transition, and the two have the same rate, because quantum transition rates between states of equal energy depend on the squared size of one and the same matrix element. Let W be the sum of these pair rates. All Ω(q) bath states are equally likely while the electron is trapped, so the release rate is W/Ω(q). By the same reasoning the capture rate from the transport state is W/Ω(q − m). Dividing one by the other removes W:

release rate / capture rate = Ω(q − m) / Ω(q).

For a single quantum the factorials cancel to

Ω(q − 1) / Ω(q) = q / (q + N − 1).

For a large bath, with n = q/N the mean number of quanta per oscillator, this becomes n/(n + 1). The temperature of the bath is defined by 1/T = dS/dU, where U is its energy and S = k ln Ω its entropy. One more quantum adds ħω to U and k ln[(n + 1)/n] to S, so ħω/T = k ln[(n + 1)/n], and

n / (n + 1) = exp(−ħω/kT).

Taking m quanta from a bath with m much smaller than q multiplies m such factors, which gives exp(−mħω/kT) = exp(−E/kT). Numbers show how small this is. With ħω = 0.05 eV, release needs m = 30 quanta, while solving the last relation for n gives n = 1/(exp(ħω/kT) − 1), or 0.169 quanta per oscillator on average at 300 K. Multiplying the 30 ratios for a bath of 10⁹ oscillators gives 6.33 × 10⁻²⁶, and exp(−E/kT) has the same value to these digits.

Here E is the height of the lowest transport state above the trap. Release into a state higher by Δ carries the smaller factor exp(−(E + Δ)/kT), but there can be many such states, and together they may supply most of the release. Let ν be the sum of the capture rates from all transport states, each weighted by exp(−Δ/kT). The release rate is then

r = ν exp(−E/kT).

This fixes the meaning of the attempt frequency: it is this weighted downhill rate, and it contains the number of available final states. It can therefore change with temperature. It need not equal the frequency of any one vibration. If the free-energy depth falls linearly with temperature, as E − αT, the exponential gains a constant factor exp(α/k), which can also be absorbed in ν.

**From rate to time**

Let P(t) be the probability that the electron is still trapped at time t. In a short time dt a fraction r dt of the survivors leaves, so

dP/dt = −rP, and with P(0) = 1, P(t) = exp(−rt).

The probability of leaving between t and t + dt is rP dt. The mean waiting time is therefore

τ = ∫₀^∞ t r exp(−rt) dt = ∫₀^∞ exp(−rt) dt = 1/r,

where the second form follows by integrating by parts, with a boundary term that vanishes at both ends. Thus

τ = (1/ν) exp(E/kT).

At 300 K, kT = 0.025852 eV, so E/kT = 1.5/0.025852 = 58.02. A power of ten is easier to read than a power of e, so divide by ln 10 = 2.3026:

log₁₀ exp(E/kT) = 58.02/2.3026 = 25.20.

Dividing by ν = 10¹³ s⁻¹ subtracts 13 and leaves 12.20. The time is

τ = 1.58 × 10¹² s.

A year has 3.156 × 10⁷ s, so τ is about 5.0 × 10⁴ years, or roughly fifty thousand years.

This is a mean over many electrons, and the releases start at once. After 100 years the lost fraction in this model is close to 100/50,000, or 0.2 per cent. After a time τ the fraction left is 1/e, about 37 per cent.

**How the time scales**

Take the logarithm, ln τ = E/kT − ln ν, and differentiate:

∂(ln τ)/∂E = 1/kT,

∂(ln τ)/∂T = −E/(kT²).

At fixed temperature and ν, each additional kT ln 10 = 0.0595 eV of depth multiplies the time by ten. An error of 0.05 eV in the depth changes it by a factor 6.9, and an error of 0.10 eV by a factor 48. The attempt frequency matters less: a factor ten in ν is a factor ten in τ, the same as 0.06 eV of depth. The honest reading of the result is thus "some tens of thousands of years if the inputs are right". A depth known to 0.05 eV already leaves a range from about 7,000 to 350,000 years.

The relation can be turned round. The depth needed for a mean emission time t is

E = kT ln(νt).

For ten years at 300 K with the same ν this gives 1.28 eV. The 0.22 eV between that depth and 1.5 eV separates ten years from fifty thousand.

For constant ν, the temperature slope at 300 K is −0.193 per kelvin. For a finite step the difference of the two exponents is more accurate than the slope. Between 300 K and 310 K it is

(E/k)(1/300 K − 1/310 K) = 58.02 × 10/310 = 1.87,

so ten kelvin of warming shortens the time by exp(1.87) = 6.5. With E and ν held fixed, the emission time is

- 256 years at 330 K,
- 3.2 years at 360 K,
- 0.025 years, or about nine days, at 400 K.

The last value suggests heating a film to learn its behaviour at room temperature. Suppose the emission time has been measured at 400 K. If ν is the same at both temperatures, it is no longer a separate input, because the ratio of the two times is

τ(300 K)/τ(400 K) = exp[E(1/(k·300 K) − 1/(k·400 K))].

The two inverse thermal energies are 38.7 and 29.0 per eV, and their difference is 9.7 per eV. An error of 0.05 eV in E now changes the predicted time at 300 K by exp(0.48), about 1.6, instead of 6.9. This gain requires that the same traps, with the same E and ν, control the release at both temperatures. If ν changes, the predicted time is multiplied by ν(400 K)/ν(300 K), which would be 1.8 for a ν that grows as T².

**A charged film**

Consider a fluoropolymer film of the FEP type, 25 µm thick, with relative permittivity 2.1. One face is metallized, and electrons trapped at the other face give it a surface potential of 500 V in magnitude. These are rough typical values. The field in the film is

F = 500 V / 25 µm = 0.20 MV/cm,

about a tenth of a breakdown strength taken roughly as 2 MV/cm. With ε the permittivity of the film and negligible field outside it, Gauss's law gives the size of the surface charge density:

σ = εF = 0.037 µC/cm².

Division by the elementary charge e gives 2.3 × 10¹¹ trapped electrons per cm². With τ = 1.58 × 10¹² s, their initial release rate is 2.3 × 10¹¹/1.58 × 10¹² s = 0.15 per cm² per second, or one electron every seven seconds from each square centimetre. A very long time per electron is compatible with steady activity in the film as a whole.

**What the field does to the barrier**

The charge state of the trap decides the size of this effect. The film carries net negative charge. If it holds no other fixed charge, the traps that store this charge are negative when filled and neutral when empty, and this case is assumed first. A departing electron leaves behind a neutral trap with no long Coulomb attraction. Model the trap as a well of radius a with a steep wall. Measured from the centre of the well, the field lowers the potential energy at the downstream edge by

ΔE = eFa.

For a = 1 nm this is 0.020 eV, and exp(0.020/0.025852) = 2.2. In the average field the release rate rises by at most about this factor for the chosen radius, since the lowering is smaller in other directions and the average field within the charge layer does not exceed F. Close neighbours among the trapped electrons can make the local field larger, which is left out here. A single neighbour within about 6 nm already produces a field of size F. If the electrons lie at random in one sheet at 2.3 × 10¹¹ per cm², about one in five has such a neighbour; if they are spread through a micrometre of depth, very few do.

A trap that is positive when empty behaves differently. Along the direction of escape the electron's potential energy is

U(x) = −e²/(4πεx) − eFx.

Setting dU/dx = e²/(4πεx²) − eF to zero places the top of the barrier at x² = e/(4πεF). There the two terms are equal, each of size [e³F/(4πε)]^½, and the lowering is twice that:

ΔE = [e³F/(πε)]^½.

This is the Poole-Frenkel lowering. With the permittivity 2.1 it would be 0.234 eV; the optical value, roughly 1.8, would give about 0.25 eV. For escape straight along the field, 0.234 eV raises the rate by a factor 8,600, which would cut fifty thousand years to about six; other directions gain less. But such a trap is neutral when filled. Filling it leaves a net negative charge only if the film also holds fixed negative centres that balanced the empty traps. In such a compensated film the Poole-Frenkel lowering does apply to the stored electrons. For traps that are neutral when empty, applying that factor would be an error of more than three powers of ten.

**Tunnelling**

An electron may also pass through the barrier. Let u be the energy still missing to the top. In the field the barrier is a triangle of length u/(eF). The semiclassical transmission is exp(−S), with

S(u) = (2/ħ) ∫₀^(u/eF) [2mₑ(u − eFx)]^½ dx.

The integral of (u − eFx)^½ over this range is 2u^(3/2)/(3eF), so

S(u) = 4(2mₑ)^½ u^(3/2) / (3ħeF).

With the free electron mass mₑ and u = 1.5 eV, S = 627. Direct tunnelling from the bottom of the trap is negligible even beside exp(−58).

An electron lifted nearly to the top by heat has a much thinner barrier to cross. Weight each energy with its Boltzmann factor. Energies above the top contribute exp(−E/kT), and those a distance u below it contribute exp(−(E − u)/kT) exp(−S(u)). Relative to passage over the top, the rate is multiplied by

1 + ∫₀^E exp[u/kT − S(u)] du/kT.

Numerical integration gives 2.4. This is an estimate of order one, since it treats the energies in the trap as continuous and uses the semiclassical formula close to the top, where it is poor. Taken together with the lowering at the edge of a neutral trap, and for the chosen radius and the free electron mass, it gives a factor of about 2.2 × 2.4 ≈ 5 for escape straight along the field. Both factors are smaller in other directions, so the release rate averaged over all directions rises by less. With these choices, a trap neutral when empty and the average field in place of the local one, the time at this field lies between about ten thousand and fifty thousand years; the larger figure belongs to weak fields. A wider trap or a lighter tunnelling mass would move the lower figure down.

**A spread of depths**

In a disordered polymer the traps do not share one depth. Let the depths have a Gaussian distribution with mean E and standard deviation s, and write a particular depth as E + δ. The initial mean rate contains the average of exp(−δ/kT). Completing the square in the exponent,

−δ²/(2s²) − δ/kT = −(δ + s²/kT)²/(2s²) + s²/(2k²T²).

The shifted Gaussian has the same area as the original, so the mean rate is multiplied by

exp[s²/(2k²T²)].

For s = 0.05 eV the factor is 6.5. Shallow traps raise the rate more than deep traps lower it.

The time to lose the first tenth of the charge, if no released electron is caught again, shows the consequence. With one depth, exp(−t/τ) = 0.9 gives t = 0.105τ, about 5,300 years. With the spread, a numerical average of exp(−t/τ(E + δ)) over the distribution reaches 0.9 after about 1,400 years. The time shrinks by a factor 3.7, less than 6.5, because the shallow traps empty first and the mean rate of the remaining electrons falls.

**Retrapping**

A released electron drifts towards the metal and may be caught again. Let λ be its mean drift length between captures, and d the film thickness. If captures occur at random along the path, an electron crossing the whole film is caught d/λ times on average. Each capture requires one further release, so the mean number of releases is

1 + d/λ.

For an illustrative λ = 2.5 µm and d = 25 µm this is 11. If all the traps are equally deep, the field stays constant and the drift itself takes negligible time, the mean time to leave the film is 11τ, about 550,000 years. The surface potential falls sooner, because an electron at depth x contributes only the fraction 1 − x/d of its initial share. Weighting each stay of mean length τ by this fraction gives a mean life of (1 + d/2λ)τ = 6τ for the potential. Retrapping therefore delays the loss, while barrier lowering and tunnelling hasten it. If the traps differ in depth, an electron caught again may land in a deeper one, which delays it further. The drift length varies widely with material and field, so this factor is an example and not a property of the polymer.

**Does the charge last as long as the trapped electron?**

Not necessarily, because charge can be neutralised while every electron stays in its trap. Suppose the film also conducts by Ohm's law with resistivity ρ. The current density F/ρ = σ/(ερ) reduces the surface charge:

dσ/dt = −σ/(ερ).

The decay time is ερ. For it to equal τ, the resistivity would have to be

ρ = τ/ε = 8.5 × 10²⁴ Ω cm.

Resistivities quoted for good fluoropolymers, roughly 10¹⁸ Ω cm and above, are far too low to show that this condition is met.

Air offers another road. Take 10 ion pairs produced per cm³ per second, a rough figure for ordinary air, and a gap of 1 cm in front of the charged face. If every positive ion reaches the film, 10 elementary charges arrive per cm² per second, and neutralisation takes

2.3 × 10¹¹ / (10 s⁻¹) = 2.3 × 10¹⁰ s,

or about 740 years. Incomplete collection would lengthen this time. Stronger ionisation would shorten it, and so would a larger gap as long as the weaker field across it still collects the ions. For these inputs it is far shorter than the emission time, so an open film could lose its charge to the air long before its traps empty.

**The estimate beside a real electret**

The thickness, permittivity and potential used here lie in the ordinary range for fluoropolymer electret films. The depth of 1.5 eV and the frequency of 10¹³ per second are plausible round values, not measured constants of FEP. Real films break the assumption of a single depth, which for the spread chosen above, and without retrapping, brings the first ten per cent of loss forward by a factor of about four. They also break the assumption of isolation, which for the open film above replaces tens of thousands of years by hundreds. Service at 330 K instead of 300 K, with the same traps, has a similar effect: it brings the emission time down to about 260 years. Fifty thousand years is therefore a sound estimate of how long heat alone needs to free an electron from this trap in a weak field. It is not a forecast of how long a device will work.

All numerical values are calculated from the stated model.
